Field-angle scaling and the upper critical field of a uniaxial superconductor

**Q.** You claim that tilting the field in a uniaxial superconductor can be replaced by changing its strength in an isotropic one. A tilted field drives currents both within the layers and across them, and these carry different masses. Which energy are you using?

**A.** The mean-field Ginzburg-Landau energy of a clean bulk material near its zero-field transition temperature, with the c axis along z:

F = ∫d³r [α|Ψ|² + (β/2)|Ψ|⁴ + Σ_i (ħ²/2m_i)|(∂_i + 2πiA_i/Φ0)Ψ|² + B²/(2μ0)].

Here α < 0, Φ0 = h/2e, m_x = m_y = m_ab and m_z = m_c. The anisotropy is

ε² = m_ab/m_c < 1, γ = 1/ε.

I write Ψ = (|α|/β)^½ ψ and measure energy density in α²/β. The coefficient of each gradient term is then ħ²/(2m_i|α|), a squared length:

ξ² = ħ²/(2m_ab|α|), ξ_c² = ħ²/(2m_c|α|) = ε²ξ².

With lengths in units of ξ, the potential and induction become a = 2πξA/Φ0 and b = 2πξ²B/Φ0.

**Q.** And the magnetic energy? Its coefficient decides whether you may ignore it.

**A.** Since Φ0/2π = ħ/2e, we have B = ħb/(2eξ²). Dividing by α²/β and replacing one factor 1/ξ² by 2m_ab|α|/ħ² gives

(B²/2μ0)/(α²/β) = ħ²βb²/(8e²μ0ξ⁴α²) = [m_abβ/(4e²μ0|α|)] b²/ξ².

The bracket is λ², the squared penetration depth for in-plane currents. The term is therefore κ²b², with κ = λ/ξ.

Now split b into its mean and a deviation δb. The cross term averages to zero, and the mean contributes a constant that does not depend on ψ. I set that constant aside. With D = ∇ + ia, the remaining density is

f = ⟨−|ψ|² + ½|ψ|⁴ + |D_xψ|² + |D_yψ|² + ε²|D_zψ|²⟩ + κ²⟨|δb|²⟩.

A large κ makes variations of the induction expensive, so I first take δb = 0. This approximation has to be justified afterwards.

**Q.** Stretching z removes ε² from the derivative, but D_z also contains the vector potential.

**A.** The potential must be rescaled with the coordinate. Let primes denote scaled quantities:

z = εz′, a_z = a′_z/ε,

with x, y, a_x and a_y unchanged. Then ∂/∂z′ = ε∂/∂z, and

εD_zψ = (ε∂_z + iεa_z)ψ = (∂_z′ + ia′_z)ψ = D′_zψ.

The gradient energy is now isotropic. The cost appears in the field, which is the curl of the new potential in the new coordinates:

b′_x = ∂_y a′_z − ∂_z′ a_y = ε(∂_y a_z − ∂_z a_y) = εb_x,

b′_y = ∂_z′ a_x − ∂_x a′_z = ε(∂_z a_x − ∂_x a_z) = εb_y,

b′_z = ∂_x a_y − ∂_y a_x = b_z.

For a field at angle θ from the c axis, b = b(sin θ, 0, cos θ), so

|b′| = ε_θ b, ε_θ² = cos²θ + ε² sin²θ,

tan θ′ = ε tan θ.

An isotropic superconductor does not care about θ′. It responds to |b′| alone.

**Q.** The volume has changed too. Why is there no factor ε in the energy?

**A.** There is one in the total energy. From d³r = ε d³r′, both the energy and the volume acquire the factor ε, and it cancels in the density. Let f_iso(b) be the minimum density of the isotropic problem, which has ε = 1 and uniform induction b. Every ψ in one problem corresponds to a ψ in the other with the same density, so the minima coincide:

f(b, θ) = f_iso(ε_θ b).

This is the scaling rule for the superconducting part of the energy. The constant κ²b² that I set aside must be added in the original variables. It does not become κ²b′².

**Q.** Then the magnetic term spoils the symmetry. You have dropped the part that refuses to scale.

**A.** It does refuse. In scaled variables,

|δb|² = (δb′_x² + δb′_y²)/ε² + δb′_z²,

which is anisotropic. The rule therefore belongs to the large-κ limit, and the correction can be found.

Start from the ψ that minimises the energy in uniform induction, and add a small potential δa. With g_x = g_y = 1 and g_z = ε²,

g_i|D_iψ + iδa_iψ|² = g_i|D_iψ|² + J_iδa_i + g_i|ψ|²δa_i²,

J_i = 2g_i Im(ψ*D_iψ).

To leading order I keep the linear term and the magnetic energy. In Fourier components, with k·δa_k = 0, the change is

δf = Σ_k [J_k*·δa_k + κ²k²|δa_k|²].

At the minimum over ψ the current has no divergence and no mean, so J_k is also transverse and k = 0 drops out. Setting the derivative to zero gives δa_k = −J_k/(2κ²k²). Substitution yields −½ + ¼ = −¼ times |J_k|²/(κ²k²), so

δf = −Σ_k |J_k|²/(4κ²k²).

Screening lowers the energy by an amount of order 1/κ². The neglected term g_i|ψ|²δa_i² is of order 1/κ⁴. So is the adjustment of ψ, because the energy is stationary in ψ at the starting point. In a tilted field, lattices of different orientation share the same starting energy; the estimate then applies to the orientation with the largest screening gain.

**Q.** Your sum contains 1/k². In a dilute lattice the smallest k becomes small, whatever κ is.

**A.** That limits the rule. The neglected term is small compared with κ²k²|δa_k|² when κ²k² ≫ 1 for the smallest reciprocal vector. In scaled space each vortex occupies an area 2π/b′, because one flux quantum corresponds to 2π in these units. The smallest k′² is therefore of order b′. Returning to real space shortens one transverse direction, as shown below, and so does not reduce any k. A sufficient condition is

κ²ε_θ b ≫ 1.

It fails at low induction, when the vortex spacing approaches λ. Close to the plane it is stricter than needed. At θ = 90° the deviation δb lies along x, its energy is κ²δb′_x²/ε², and the problem is isotropic with κ/ε in place of κ, so κ²b/ε ≫ 1 is enough. The rule should not be used for the lower critical field.

At scaled field 0.5, I write the energy gain relative to |f| as C/κ². The isotropic calculation gives C ≈ 0.078. With ε = 1/2, and with the short side of the rectangular two-vortex cell lying along u, the direction across the field in the xz plane, C is about 0.042 at 60° and 0.032 at 70°. The finite grid makes all three values about 2% too large. These unequal values show the magnetic term departing from the scaling. For κ = 50, the isotropic correction is 0.0777/2500 = 3.1 × 10⁻⁵ of |f|.

**Q.** An experiment fixes the applied field H, whereas your variable is the induction.

**A.** Restore the uniform field energy, so that the total density is κ²b² + f. The field conjugate to b, in units that make it equal to b in the normal state, is

h = (1/2κ²) ∂(κ²b² + f)/∂b = b + (1/2κ²) ∂f/∂b,

where the derivative is taken with respect to the vector b. The difference between h and b is of order 1/κ², so one may use B ≈ μ0H in the same limit.

The small difference is not parallel to b. Writing s = ε_θb, we have s² = ε²(b_x² + b_y²) + b_z², hence

∂f/∂b_x = (df_iso/ds) ε²b_x/s,

∂f/∂b_z = (df_iso/ds) b_z/s.

The magnetisation is minus this gradient, up to a common factor. Its components obey M_x/M_z = ε² tan θ. For an oblique field its axis therefore lies closer to the c axis than the field does, and the sample feels a torque. The torque vanishes at θ = 0 and 90°, where M and B are collinear.

**Q.** Now the upper critical field. Does it also require large κ?

**A.** It requires a continuous transition, but not large κ. Near such a transition ψ is small. The current is quadratic in ψ, so δb is quadratic and the screening energy is quartic. The stability of the normal state is decided by the quadratic terms alone, in which the induction is uniform:

f₂ = ⟨|D′ψ|² − |ψ|²⟩.

The normal state becomes unstable when the lowest eigenvalue of −D′² falls below 1. For a uniform field b′ that eigenvalue is b′, as the next calculation confirms when ε = 1. The boundary is b′ = ε_θb = 1, or

B_c2(θ) = Φ0/(2πξ²ε_θ).

The magnetisation vanishes at a continuous transition, so there B_c2 = μ0H_c2.

**Q.** I would believe this more readily if you found the eigenvalue without stretching anything. Perhaps the best solution varies along a tilted field.

**A.** Use coordinates across and along the field:

u = x cos θ − z sin θ, v = x sin θ + z cos θ.

The potential a = (0, bu, 0) gives b_x = −∂_z a_y = b sin θ and b_z = ∂_x a_y = b cos θ, as required. Take ψ = e^{ikv}g(u). A factor e^{iqy} would merely shift the origin of u. With p = −i∂_u, c = cos θ and s = sin θ, the original operator is

L = (cp + sk)² + ε²(−sp + ck)² + b²u².

Expanding the first two squares gives

ε_θ²p² + 2sc(1 − ε²)kp + (s² + ε²c²)k².

Completing the square with η = sc(1 − ε²)/ε_θ² turns this into

ε_θ²(p + ηk)² + [s² + ε²c² − s²c²(1 − ε²)²/ε_θ²]k².

Put the bracket over ε_θ² = c² + ε²s². Its numerator is

(s² + ε²c²)(c² + ε²s²) − s²c²(1 − ε²)²
= ε²s⁴ + ε²c⁴ + 2ε²s²c² = ε².

The terms s²c² and ε⁴s²c² have cancelled. A phase e^{−iηku} in g removes the shift of p, leaving

L = ε_θ²p² + b²u² + ε²k²/ε_θ².

Let Q = ε_θp − ibu. Because [p, u] = −i,

Q†Q = ε_θ²p² + b²u² − iε_θb[p, u] = ε_θ²p² + b²u² − ε_θb.

Since Q†Q cannot be negative, the oscillator part is at least ε_θb. It reaches this value when Qg = 0, that is, for g = exp[−bu²/(2ε_θ)]. The lowest eigenvalue is therefore

ε_θb + ε²k²/ε_θ².

Variation along the field costs energy, and k = 0 wins. At θ = 60°, ε = 0.2 and k = 0.5, the cost is 0.04 × 0.25/0.28 = 0.0357. Numerical diagonalization of the unscaled operator at b = 2 gives the same value.

**Q.** Put the result in a form I can compare with two measured axes.

**A.** At θ = 0 and θ = 90° it gives

B_c2,c = Φ0/(2πξ²),

B_c2,ab = Φ0/(2πξ²ε) = Φ0/(2πξξ_c) = γB_c2,c.

Squaring ε_θB_c2(θ) = B_c2,c and dividing by B_c2,c² gives an ellipse:

[B_c2(θ) cos θ/B_c2,c]² + [B_c2(θ) sin θ/B_c2,ab]² = 1.

Since ξ depends on temperature, both axes must be measured at the same temperature, near the zero-field transition. Far below it, real materials can depart from this ellipse.

For a numerical case take round parameters ξ = 10 nm and γ = 5, so ξ_c = 2 nm. Then

B_c2,c = 2.0678 × 10⁻¹⁵ Wb/(2π × 10⁻¹⁶ m²) = 3.29 T.

At 60°, ε_θ² = 0.25 + 0.04 × 0.75 = 0.28 and ε_θ = 0.529. The critical field is 3.291/0.529 = 6.22 T. In the plane it is 5 × 3.291 = 16.5 T. Direct diagonalization was tested against the formula at six angles from 0 to 90°, with agreement to within one part in a million.

**Q.** Most of the increase seems to come close to the plane. How sharply must a sample be aligned?

**A.** Let φ = 90° − θ be the elevation from the plane. The field has fallen to 1/√2 of its maximum when ε_θ² = 2ε²:

sin²φ + ε²(1 − sin²φ) = 2ε²,

sin²φ = ε²/(1 − ε²).

This angle exists when γ² ≥ 2. For strong anisotropy φ ≈ ε in radians. In the example sin²φ = 0.04/0.96, which gives φ = 11.8°. Even a 5° error lowers B_c2 from 16.5 T to 15.1 T.

As ε → 1 the angular dependence disappears. As ε → 0 at fixed θ < 90°, B_c2 approaches B_c2,c/cos θ, so the component along c alone matters. The formula then diverges in the plane. That divergence lies outside the theory: once ξ_c is comparable with the layer spacing, a continuous description along z is no longer justified. Spin pair breaking, also omitted here, can limit a large in-plane field earlier. Superconductivity confined to a surface is a separate problem, excluded by the bulk assumption.

**Q.** Below B_c2, what does the rule say about a sample in 3 T at 60°?

**A.** Its scaled induction is 0.529 × 3 T = 1.59 T, or 1.5875/3.2911 = 0.482 of B_c2,c. With δb neglected, its superconducting energy density equals that for 1.59 T along c. The direction in scaled space is θ′ = arctan(0.2 tan 60°) = 19.1°. This is a coordinate angle and not the direction of the real vortices.

**Q.** Then where do the real vortices point, and what lattice do they form?

**A.** They point along B. A real displacement (sin θ, 0, cos θ) becomes (sin θ, 0, cos θ/ε), which is parallel to b′ ∝ (ε sin θ, 0, cos θ). Field lines thus map to field lines.

Across the field, the scaled unit vector normal to b′ in the xz plane is (cos θ, 0, −ε sin θ)/ε_θ. The corresponding coordinate is

u′ = (x cos θ − εz′ sin θ)/ε_θ = u/ε_θ.

Hence u = ε_θu′, while y is unchanged. A triangular lattice in scaled space becomes a lattice compressed by ε_θ along u. Its area per vortex is ε_θ(2π/b′) = 2π/b, so flux is counted correctly. An isotropic lattice may be rotated before this compression without changing its energy, so the uniform-induction limit does not select an orientation.

**Q.** Can you estimate the energy of that lattice, instead of leaving f_iso as a symbol?

**A.** Near the transition, put ψ in the lowest Landau level. Its gradient energy is b′⟨|ψ|²⟩. Let n = ⟨|ψ|²⟩ and β_A = ⟨|ψ|⁴⟩/n². Then

f_iso ≈ −(1 − b′)n + ½β_An².

The minimum is at n = (1 − b′)/β_A, so

f_iso ≈ −(1 − b′)²/(2β_A).

To find β_A, split the position into a guiding centre and a cyclotron part. In the lowest level each cyclotron component is Gaussian with variance 1/(2b′), so it multiplies the Fourier component of |ψ|² at reciprocal vector G by exp[−G²/(4b′)]. The guiding-centre factor is a magnetic translation by a lattice vector, which only gives a lattice state a phase. Summing squared components gives

β_A = Σ_G exp[−G²/(2b′)].

For a triangular lattice G² = (4πb′/√3)(m² + mn + n²), where m and n are here integers. The sum is 1.1596. At b′ = 0.5, the estimate is −0.25/(2 × 1.1596) = −0.1078.

**Q.** That is still a small-ψ estimate. Did you test the full nonlinear rule with a tilted field?

**A.** Yes, with uniform induction, ε = 1/2 and b′ = 0.5. The energy was minimised in three dimensions along the crystal axes, from random starting values. The real fields were b = 0.756 at 60° and b = 0.860 at 70°. Both energies were −0.10971, as was the isotropic minimum. The grids had matching resolution across the vortices, so their discretisation errors cancel in this comparison. For a ψ that depends only on u and y, the tilted and isotropic grid energies then coincide term by term. The agreement therefore shows mainly that the minimisation found no lower state varying along the field. It does not certify the absolute energy to that many digits.

The grid result is 1.8% larger in magnitude than the lowest-level estimate. The converged continuum value is −0.1088, so grid error accounts for about 0.9% and higher Landau levels for about 0.9%.

At 60° a second box was given the proportions of a lattice triangular in real space, without the compression. Its minimum was −0.1086, about 1% higher in energy relative to |f|. This supports the predicted shape against that alternative, though it is not a search over all lattices. The remaining values are in the numerical output.

Numbers as computed

```
WORKED EXAMPLE (model parameters)
xi_ab = 10.0 nm, xi_c = 2.0 nm
gamma = 5.0, eps = 0.20, kappa = 50
flux quantum = 2.067834e-15 Wb
theta(deg)  eps_theta  B_c2 formula(T)  B_c2 direct(T)
     0      1.00000       3.2911          3.2911
    30      0.87178       3.7751          3.7751
    60      0.52915       6.2195          6.2195
    80      0.26258      12.5336         12.5336
    85      0.21747      15.1335         15.1335
    90      0.20000      16.4553         16.4553
half-width elevation, formula = 11.778 deg
half-width elevation, direct  = 11.778 deg
applied induction at 60 deg = 3.0 T
scaled induction = 1.5875 T
scaled induction / B_c2(0) = 0.4824
scaled field angle = 19.107 deg
EIGENVALUE COST OF WAVE NUMBER k ALONG B (theta=60 deg, b=2)
k = 0.5/xi_ab: direct 0.035714, formula 0.035714
NONLINEAR TEST (energy density in alpha^2/beta)
eps = 0.50, scaled field b = 0.50
grid: 16 x 24 x 16 tilted, 16 x 24 isotropic
isotropic energy density = -0.1097069
tilted 60 deg: b = 0.75593, energy = -0.1097069
tilted 70 deg: b = 0.86037, energy = -0.1097069
60 deg, uncompressed lattice: energy = -0.1086247
beta_A triangular = 1.159595
near-B_c2 energy formula = -0.1077962
SCREENING GAIN / |ENERGY| = C/kappa^2
C isotropic = 0.0777
C tilted 60 deg = 0.0419
C tilted 70 deg = 0.0317
isotropic correction at kappa=50: 3.11e-05
```
